# Aspect ratio, not absolute width, governs free-molecular flux in trenches

A trench 200 Å wide and 400 Å deep receives 4.73 times as much neutral flux on its floor as a trench 1000 Å wide and 10000 Å deep, if the walls absorb every particle that strikes them and the gas above both is the same. If etching is proportional to this flux, the narrower trench etches faster. In this model, small width is therefore not enough to make etching slow; the depth matters too.

The general statement is this. When neutrals fly straight from surface to surface and each surface has a fixed loss probability, the floor flux divided by the mouth flux does not change if all lengths of the feature are multiplied by one factor. For a long rectangular trench of width \(w\) and depth \(L\), and for a given distribution of arrival directions at the mouth and a given re-emission law, the ratio depends on the aspect ratio \(A=L/w\) and on the loss probabilities, but not on \(w\) separately. Narrowing a trench at fixed depth does reduce the flux when the walls or the floor absorb, because it raises \(A\).

## The counter-example

### Model and its range

Let \(\Gamma_0\) be the number of neutrals crossing unit area of the mouth per unit time, going inward. Their directions follow the cosine law: the flux per unit solid angle at angle \(\theta'\) from the mouth normal is \(\Gamma_0\cos\theta'/\pi\). The integral of \(\cos\theta'\) over a hemisphere is \(\pi\), so the total is \(\Gamma_0\), as required. The mouth flux is imposed, and is the same for every trench compared.

Straight classical paths require the de Broglie wavelength to be small compared with the width, and the feature to be small compared with the gas mean free path \(\ell\). In atomic units, where \(\hbar=1\), a neutral of mass \(M\) and kinetic energy \(E\) has momentum \(\sqrt{2ME}\) and wavelength

\[
\lambda_{\rm dB}=\frac{2\pi}{\sqrt{2ME}} .
\]

The example takes round model values: a mass of 20 atomic mass units, an energy of 0.05 eV and \(\ell=5.0\times10^{7}\) Å. The wavelength is then 0.287 Å, about 0.0014 of the smaller width. The greatest depth, 10000 Å, is \(2\times10^{-4}\) of the mean free path. Both conditions hold. The speed of a neutral does not affect which surface point its straight path reaches, so no energy appears in the flux ratio below.

For the counter-example the walls absorb every neutral, for instance by turning it into an inert product. The walls do not recede and the floor stays flat. Ions, charging and surface diffusion are left out.

### Flux on the floor

Consider a mouth element \(dS'\) and a floor point at distance \(R\) from it. Unit area around the floor point, tilted by \(\theta\) from the line of sight, subtends the solid angle \(\cos\theta/R^2\). The flux it receives from \(dS'\) is therefore \(\Gamma_0\,k\,dS'\), with

\[
k=\frac{\cos\theta\cos\theta'}{\pi R^2}.
\]

Let \(x\) run across the trench and \(y\) along it. Put the floor point at \((x,0)\) and the mouth point at \((x',y)\). Mouth and floor are parallel and a distance \(L\) apart, so both cosines equal \(L/R\). With \(\rho^2=L^2+(x-x')^2\) we have \(R^2=\rho^2+y^2\), and

\[
k=\frac{L^2}{\pi(\rho^2+y^2)^2}.
\]

The trench is long, so \(y\) runs from \(-\infty\) to \(\infty\). The substitution \(y=\rho\tan\varphi\) gives

\[
\int_{-\infty}^{\infty}\frac{dy}{(\rho^2+y^2)^2}
=\frac1{\rho^3}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac{\pi}{2\rho^3}.
\]

The contribution per unit mouth width is thus \(L^2/(2\rho^3)\). To integrate over \(x'\), set \(u=x'-x\) and use

\[
\frac{d}{du}\,\frac{u}{\sqrt{L^2+u^2}}=\frac{L^2}{(L^2+u^2)^{3/2}} .
\]

The limits are \(u=-x\) and \(u=w-x\), so the local floor flux is

\[
\frac{H(x)}{\Gamma_0}=\frac12\left[\frac{w-x}{\sqrt{L^2+(w-x)^2}}+\frac{x}{\sqrt{L^2+x^2}}\right].
\]

Now average over the floor. The replacement \(x\to w-x\) turns one term into the other, so they have equal averages and the factor \(1/2\) cancels:

\[
F=\frac1w\int_0^w\frac{x\,dx}{\sqrt{L^2+x^2}}
=\frac{\sqrt{L^2+w^2}-L}{w},
\]

\[
F(A)=\sqrt{1+A^2}-A .
\]

The floor's own loss probability does not enter. A neutral leaving a flat floor cannot strike the floor directly; it reaches an absorbing wall or escapes through the mouth. In both cases it never returns.

Multiplying and dividing by \(\sqrt{1+A^2}+A\) gives the equivalent form

\[
F(A)=\frac{1}{\sqrt{1+A^2}+A}.
\]

For a shallow trench \(F\approx1-A\), and for a deep one \(F\approx1/(2A)\).

### The numbers

The narrow, shallow trench has \(A=400/200=2\), so \(F=\sqrt5-2=0.2361\). The wide, deep trench has \(A=10000/1000=10\), so \(F=\sqrt{101}-10=0.0499\). Their ratio is 4.73, in favour of the narrow trench.

Give both trenches the same depth, 2000 Å, and the order reverses. The 200 Å trench now has \(A=10\) and \(F=0.0499\); the 1000 Å trench has \(A=2\) and \(F=0.2361\). The same two widths give either order, depending on the depths. Direct quadrature of the kernel confirms these values. Random three-dimensional trajectories at \(A=2\), with a floor that absorbs only 30% of impacts, give \(0.2350\pm0.0009\), where the uncertainty is one standard error. This agrees with 0.2361 and supports the independence from floor loss.

## The general statement and its proof

Let each surface point \(\mathbf r\) have a fixed loss probability \(s(\mathbf r)\) per impact. A neutral that is not lost leaves diffusely, with the cosine law and no memory of its arrival direction. Let \(H(\mathbf r)\) be the steady incident flux.

**Statement.** Under these conditions, if a feature is enlarged uniformly by a factor \(c\), with the same loss probability at corresponding points and the same mouth flux, then \(H/\Gamma_0\) is unchanged at corresponding points.

### The flux balance

A point receives neutrals directly from the mouth \(\mathcal M\) and from the solid surfaces \(\mathcal S\), which re-emit the fraction \(1-s\) of what they receive:

\[
H(\mathbf r)=\Gamma_0\int_{\mathcal M}k(\mathbf r,\mathbf r')\,dS'
+\int_{\mathcal S}k(\mathbf r,\mathbf r')\,[1-s(\mathbf r')]\,H(\mathbf r')\,dS'.
\]

Here \(k\) is the kernel above for points that see each other, and zero otherwise.

### Scaling

Under the enlargement \(\mathbf r\to c\mathbf r\), angles and lines of sight are preserved, while distances grow by \(c\) and areas by \(c^2\). Hence

\[
k(c\mathbf r,c\mathbf r')=\frac{k(\mathbf r,\mathbf r')}{c^2},
\qquad dS'\to c^2\,dS' .
\]

The factors cancel in both integrals. The flux in the enlarged feature, regarded as a function of the original point \(\mathbf r\), therefore obeys the original balance. It equals the original flux if that balance has one solution.

### Uniqueness

Let \(\delta\) be the difference of two bounded solutions. The mouth term cancels, leaving

\[
\delta(\mathbf r)=\int_{\mathcal S}k(\mathbf r,\mathbf r')\,[1-s(\mathbf r')]\,\delta(\mathbf r')\,dS'.
\]

Since \(\cos\theta'\,dS'/R^2\) is the solid angle of \(dS'\) seen from \(\mathbf r\), the integral of \(k\) over mouth and solid surfaces together is \(\frac1\pi\int\cos\theta\,d\Omega=1\). If \(m(\mathbf r)\) is the part belonging to the mouth, the solid surfaces contribute \(1-m(\mathbf r)\). Because \(0\le1-s\le1\),

\[
|\delta(\mathbf r)|\le[1-m(\mathbf r)]\,\max|\delta| .
\]

In a rectangular trench \(m\) has a positive minimum. For a wall point at depth \(z\), the cosines are \(x'/R\) and \(z/R\). The integral along \(y\) is the one already done, so

\[
m_{\rm wall}(z)=\int_0^w\frac{x'z\,dx'}{2(x'^2+z^2)^{3/2}}
=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right).
\]

This falls with \(z\) but is still positive at \(z=L\). On the floor, \(m\) is the function \(H(x)/\Gamma_0\) found for absorbing walls, which is positive everywhere, corners included. So \(m\ge m_0>0\) on all surfaces, and taking the maximum on the left gives \(\max|\delta|\le(1-m_0)\max|\delta|\). This requires \(\delta=0\). The solution is unique and the statement is proved for the trench.

If a feature has points that cannot see the mouth, the same argument is applied after several bounces. It works if, for some fixed number of bounces, the chance of having escaped or been lost has a positive lower bound from every starting point.

For the trench, choose \(c=1/w\). The width becomes 1 and the depth becomes \(A\). With uniform wall loss \(s_w\) and floor loss \(s_f\), the average floor flux must have the form

\[
\frac{H_f}{\Gamma_0}=f(A,s_w,s_f).
\]

### What reduces the flux

Aspect ratio alone does not deplete the floor. Define the deficit \(\Delta=\Gamma_0-H\). Write \(\Gamma_0\) as \(\Gamma_0\) times the full integral of \(k\), which is 1, and subtract the flux balance. The mouth terms cancel:

\[
\Delta(\mathbf r)=\int_{\mathcal S}k(\mathbf r,\mathbf r')\left\{s(\mathbf r')\,\Gamma_0+[1-s(\mathbf r')]\,\Delta(\mathbf r')\right\}dS'.
\]

The source of the deficit is the term with \(s\). If \(s=0\) everywhere, \(\Delta=0\) solves the equation, and by uniqueness it is the solution: the floor receives \(\Gamma_0\) at any finite aspect ratio. Trajectories at \(A=5\) without loss give \(0.9938\pm0.0042\), consistent with 1. Geometry controls how strongly surface loss is felt at the floor.

### Walls that re-emit

Now take \(s_w=0.1\) and \(s_f=0.5\). The balance can be solved by dividing the cross-section of the surfaces into short strips, each re-emitting uniformly. From here on, let \(\rho\) be the distance between two line elements \(dl\) and \(dl'\) in the cross-section, and let \(\theta,\theta'\) be the angles between their normals and the line joining them in that plane. For points also separated by \(y\), each three-dimensional cosine is the in-plane cosine times \(\rho/R\), so \(k=\rho^2\cos\theta\cos\theta'/(\pi R^4)\). The integral along \(y\) found earlier, \(\pi/(2\rho^3)\), then gives the exchange \(\cos\theta\cos\theta'\,dl\,dl'/(2\rho)\).

This is a perfect derivative. Let \(\mathbf t,\mathbf t'\) be unit tangents, both following the boundary in the same sense, and \(\mathbf e\) the unit vector from the first element to the second. Then \(\partial\rho/\partial l=-\mathbf t\cdot\mathbf e\), and differentiating \(\mathbf e\) gives

\[
\frac{\partial^2\rho}{\partial l\,\partial l'}
=-\frac{\mathbf t\cdot\mathbf t'-(\mathbf t\cdot\mathbf e)(\mathbf t'\cdot\mathbf e)}{\rho}
=\frac{\cos\theta\cos\theta'}{\rho}.
\]

The numerator in the middle is the product of the tangent components perpendicular to \(\mathbf e\). It equals \(-\cos\theta\cos\theta'\), because the two inward normals have components of opposite sign along \(\mathbf e\). Integrating over strip \(i\), from \(a\) to \(b\), and strip \(j\), from \(a'\) to \(b'\), leaves endpoint distances:

\[
E_{ij}=\tfrac12\left(|bb'|+|aa'|-|ab'|-|ba'|\right).
\]

With strip lengths \(l_i\), the balance becomes a set of linear equations:

\[
H_i=\frac{E_{i\mathcal M}}{l_i}\Gamma_0+\sum_j\frac{E_{ij}}{l_i}(1-s_j)H_j .
\]

The resulting floor fluxes, relative to \(\Gamma_0\), are 0.738, 0.569, 0.295 and 0.129 at \(A=1,2,5,10\). Doubling the number of strips changed each by less than 0.001. At \(A=10\) the flux is more than twice the absorbing-wall value of 0.0499. The loss probabilities thus matter as well as the aspect ratio.

Independent trajectories at \(A=2\) give \(0.5686\pm0.0016\) for the 200 Å trench and \(0.5699\pm0.0016\) for the 1000 Å trench. The difference, 0.0013, is smaller than either standard error. A fivefold change of width has no resolved effect, as the statement requires.

## How narrow trenches can lag at equal time

Trenches etched side by side share the same etching time, not the same aspect ratio. Return to absorbing walls, and assume that the floor recedes at a rate proportional to its average neutral flux, with the same proportionality as in an open area. The flat floor is an imposed simplification: by the formula for \(H(x)\), a corner receives about half the flux of the centre in a very shallow trench, 0.82 of it at \(A=1.139\) and 0.96 at \(A=2.975\). The depth law below describes this averaged model, not the shape of a floor etched by its local flux. Let \(D\) be the depth removed in the open area during the same time; it serves as a clock. Then

\[
\frac{dL}{dD}=F(L/w).
\]

Put \(L=wA\), with \(w\) constant, and use \(1/F=\sqrt{1+A^2}+A\):

\[
\frac{D}{w}=\int_0^A\left(\sqrt{1+a^2}+a\right)da .
\]

The derivative of \(a\sqrt{1+a^2}+\operatorname{asinh}a\) is

\[
\sqrt{1+a^2}+\frac{a^2+1}{\sqrt{1+a^2}}=2\sqrt{1+a^2},
\]

so integration and multiplication by 2 give

\[
A^2+A\sqrt{1+A^2}+\operatorname{asinh}A=\frac{2D}{w}.
\]

The left side increases with \(A\). At equal \(D\), the smaller width therefore has the larger aspect ratio, and hence the smaller instantaneous rate.

For \(D=2000\) Å the right side is 20 for the narrow trench and 4 for the wide one. The solutions are:

- Width 200 Å: \(A=2.975\), depth 595 Å (1124 bohr), rate 0.1636 of the open-area rate.
- Width 1000 Å: \(A=1.139\), depth 1139 Å (2152 bohr), rate 0.3767 of the open-area rate.

The first solution can be checked by hand: \(8.85+9.34+1.81=20.00\). The narrow trench has reached only \(595/1139=0.52\) of the wide trench's depth. In this model, depth at equal time does depend on width, and it does so through the aspect ratio. The size of the lag applies to fully absorbing walls. Without any surface loss, on the walls or on the floor, the floor would receive \(\Gamma_0\) at every depth, and this lag would vanish. A floor that etches by consuming neutrals has \(s_f>0\), however, and its loss is itself a source in the deficit equation, so a smaller lag remains even when the walls lose nothing. In real etching, ions and charging, which are left out here, can also contribute to a lag.

Continue etching the wide trench until it too has \(A=2.975\). Its depth is then 2975 Å, and the open-area depth is 10000 Å, so this takes five times as long as the narrow trench needed. At that point its rate is also 0.1636 of the open-area rate. Width has set the time needed to reach a given aspect ratio, but not the rate at that aspect ratio.

Two limits show how the lag develops. For small \(A\), both \(A\sqrt{1+A^2}\) and \(\operatorname{asinh}A\) equal \(A\) up to cubic terms, so \(A+A^2/2\approx D/w\). To second order in \(D/w\),

\[
L\approx D-\frac{D^2}{2w}.
\]

The first term is the same for all widths; the lag begins in the second. For large \(A\), the first two terms of the depth law are each close to \(A^2\) and the logarithmically growing \(\operatorname{asinh}A\) is negligible beside them. Thus \(A^2\approx D/w\), or

\[
L\approx\sqrt{wD}.
\]

At \(D/w=10000\) the full law gives 0.99986 of this estimate. When two trenches etched for the same time are both in this late regime, their depths are nearly in the ratio of the square roots of their widths.

## Where geometric scaling ends

The proof needs every relevant length to scale with the feature. A fixed mean free path breaks this condition once collisions inside the feature matter, because the flux can then depend on \(w/\ell\) as well as on \(A\).

A slot of width \(1.0\times10^{8}\) Å, twice the mean free path, shows the effect. It has \(A=2\), the same mouth flux, and again \(s_w=0.1\) and \(s_f=0.5\). Each gas collision is modelled as sending the neutral in a random direction. The floor flux falls to \(0.2279\pm0.0014\), compared with 0.569 for free flight. Here the larger feature has the lower flux at equal aspect ratio, the opposite of a penalty for being narrow. If \(\ell\) were enlarged together with the slot, \(w/\ell\) would stay fixed and the scaling would return.

Other fixed lengths, such as a surface diffusion length, must be examined in the same way. So must loss probabilities that change with feature size. If two features are geometrically similar, with equal mouth flux, the same distribution of arrival directions and equal loss probabilities at corresponding points, a measured difference in their relative floor flux would therefore point to something outside purely geometric free-molecular transport. A difference at equal depth or equal etching time need not, since the aspect ratios then differ.

For long trenches with the same cross-sectional shape, equal \(L/w\) ensures similarity, provided \(L\) is measured from the top of any mask. Trenches of finite length must also have the same ratio of length to width. Two trenches of the same finite length but different widths, or with a mask of fixed thickness left out of \(L\), can differ through geometry alone. The numerical output below lists the values used here.

## Calculated quantities

```
narrow width: 200 angstrom
wide width: 1000 angstrom
mean free path: 5.0e+07 angstrom
neutral mass: 20 atomic mass units
neutral kinetic energy: 0.05 eV
de Broglie wavelength: 0.287 angstrom
re-emitting case, wall loss: 0.1 (no unit)
re-emitting case, floor loss: 0.5 (no unit)
trajectories per run: 200000
A=1: flux ratio, absorbing walls 0.4142, re-emitting 0.738
A=2: flux ratio, absorbing walls 0.2361, re-emitting 0.569
A=5: flux ratio, absorbing walls 0.0990, re-emitting 0.295
A=10: flux ratio, absorbing walls 0.0499, re-emitting 0.129
trajectories, A=2, absorbing walls: 0.2350 +/- 0.0009
trajectories, A=2, narrow, re-emitting: 0.5686 +/- 0.0016
trajectories, A=2, wide, re-emitting: 0.5699 +/- 0.0016
trajectories, A=5, no surface loss: 0.9938 +/- 0.0042
large slot width: 1.0e+08 angstrom
trajectories, A=2, large slot with collisions: 0.2279 +/- 0.0014
common depth: 2000 angstrom
absorbing walls, common depth, narrow flux ratio: 0.0499
absorbing walls, common depth, wide flux ratio: 0.2361
absorbing walls, 200 by 400 angstrom, flux ratio: 0.2361
absorbing walls, 1000 by 10000 angstrom, flux ratio: 0.0499
narrow shallow / wide deep flux: 4.73
open-area etched depth: 2000 angstrom
narrow depth after equal time: 595.0 angstrom = 1124.4 bohr
narrow final aspect ratio: 2.975
narrow final rate / open-area rate: 0.1636
wide depth after equal time: 1139.0 angstrom = 2152.4 bohr
wide final aspect ratio: 1.139
wide final rate / open-area rate: 0.3767
wide depth at narrow final aspect ratio: 2975.1 angstrom
open-area depth needed for that match: 10000.0 angstrom
time ratio for that match: 5.000
late depth / square-root estimate at D/w=10000: 0.99986
```
